# Why a charged trench floor sends ions into the wall foot

**A slot before it has charged**

Take a long slot of width $w$ and depth $2w$, open to a plasma. Let equal fluxes of electrons and positive ions enter its mouth, the ions straight down and the electrons from all directions. Every ion lands on the floor. Most electrons strike a wall first, so an insulating floor begins to charge positively and an insulating upper wall negatively.

The electron share follows from geometry. In the plane of the cross-section, a Maxwellian flux through the mouth is distributed in angle $\theta$ from the vertical as $\tfrac12\cos\theta\,d\theta$, whatever its temperature. An electron at angle $\theta$ moves sideways by $L\tan\theta$ while descending a depth $L$. Averaged over entry positions, it avoids the walls with probability $1-(L/w)|\tan\theta|$, as long as this is positive. With $\tan\theta_0=w/L$,

$$F(L)=\int_0^{\theta_0}\!\Big(\cos\theta-\frac Lw\sin\theta\Big)d\theta=\sin\theta_0-\frac Lw(1-\cos\theta_0).$$

Inserting $\sin\theta_0=w/\sqrt{w^2+L^2}$ and $\cos\theta_0=L/\sqrt{w^2+L^2}$ gives

$$F(L)=\sqrt{1+(L/w)^2}-L/w .$$

For $L=2w$ the floor receives 0.236 of the electrons. The upper wall, if it covers the first depth $w$, takes $1-F(w)=0.586$.

Real ions have a small transverse temperature $T_i$. For small angles the share lost to the walls over depth $L$ is $(L/w)\langle|v_x|/v_z\rangle$. Here $\langle|v_x|\rangle=\sqrt{2k_BT_i/\pi m}$ and $v_z=\sqrt{2E/m}$, so the share is $(L/w)\langle\sqrt{k_BT_i/\pi E}\rangle$, averaged over ion energy $E$. In the example below it is 0.053 for the upper wall.

The opposite limit shows that the difference in direction is the cause. Isotropic ions of 40 eV, traced without fields, divide among the surfaces as the electrons do, to within 0.01. There is then no initial charging, although the two species differ greatly in energy.

**Which surfaces must insulate**

Notching is the unwanted sideways etching of a conducting layer at its foot, just above an insulator. Here the upper wall is an insulating mask, the lower wall is the conducting layer being etched, and the floor is an insulator exposed once the layer has been cut through. The notch forms at the foot of the conducting layer. The floor must hold charge; the notched wall need not. An insulating mask charges as well, but the comparison below shows that in this example the ion flux to the foot hardly depends on it.

The layer is held at zero potential, as is the plane of the mouth. Pinning the mouth is a modelling choice: a real mask has a top face that also floats, and the mask and floor potentials quoted below depend on this choice. A top face that shares charge with the walls leaves the mask less negative and the floor less positive. Motion is two-dimensional and collisionless, and energies refer to motion in the cross-section. The mask walls together form one floating patch at potential $U$, and the floor another at potential $V$. Treating each patch as an equipotential assumes that charge is shared within it. Leakage between different surfaces, secondary electrons and ion reflection from walls are left out.

Charge in flight can be neglected. If one sign of charge filled the slot at plasma density $n$, with grounded walls, Poisson's equation $\phi''=-en/\varepsilon_0$ would give $\phi=en\,x(w-x)/(2\varepsilon_0)$, whose maximum is $enw^2/(8\varepsilon_0)$. For $w=0.5$ µm and $n=10^{17}$ m$^{-3}$ this is 57 µV, against surface potentials of volts. The interior potential therefore obeys Laplace's equation and is fixed by the surface potentials.

Charging stops when each floating patch receives equal electron and ion currents. These conditions do not contain the permittivity of the insulators. Nor do they contain the width: with $x=wX$ and $t=w\tau$, the equation $m\ddot x=-e\,\partial_x\phi$ becomes $m\,d^2X/d\tau^2=-e\,\partial_X\phi$. At fixed voltages and energies, the aspect ratio matters and the size does not, as long as space charge stays negligible and the insulators neither leak nor break down. The last condition fails in small enough slots, because the fields grow as $1/w$.

**Why a positive floor pushes ions sideways**

Consider the floor alone, at uniform potential $V$, with both walls at zero and the mouth far away. At height $s$, separation of variables gives

$$\phi=\frac{4V}{\pi}\sum_{n\ \mathrm{odd}}\frac1n\sin\frac{n\pi x}{w}\,e^{-n\pi s/w}.$$

With $q=e^{-\pi s/w}e^{i\pi x/w}$, the sum is $\mathrm{Im}\,\mathrm{artanh}\,q=\tfrac12\arg[(1+q)/(1-q)]$. The argument is that of $1-|q|^2+2i\,\mathrm{Im}\,q$, so

$$\phi=\frac{2V}{\pi}\arctan\frac{\sin(\pi x/w)}{\sinh(\pi s/w)} .$$

The lateral field is

$$-\partial_x\phi=-\frac{2V}{w}\,\frac{\cos(\pi x/w)\sinh(\pi s/w)}{\sinh^2(\pi s/w)+\sin^2(\pi x/w)} .$$

It is negative for $x<w/2$ and positive for $x>w/2$. A positive ion is pushed towards the nearer wall, because the potential is a dome that falls to zero at both sides.

For a fast vertical ion the landing displacement can be found without using this field. Let $E$ be in eV and $V$ in volts, so that $mv^2/e=2E$. At height $s$ the ion gains lateral velocity $-(e/m)\partial_x\phi\,ds/v$ and has a time $s/v$ left in which to drift. To first order in $V/E$,

$$\Delta x=-\frac{1}{2E}\frac{dM}{dx},\qquad M(x)=\int_0^\infty s\,\phi\,ds .$$

Laplace's equation replaces $\partial_x^2\phi$ by $-\partial_s^2\phi$. Integration by parts then gives

$$M''=-\int_0^\infty s\,\partial_s^2\phi\,ds=-\big[s\,\partial_s\phi\big]_0^\infty+\int_0^\infty\partial_s\phi\,ds=-V(x).$$

The bracket vanishes at both ends, and the last integral is zero minus the floor potential. Since $\phi=0$ on the walls, $M(0)=M(w)=0$. For uniform $V$, $M=Vx(w-x)/2$ and $M'=V(w-2x)/2$. With $u=x-w/2$ measured from the midplane, $M'=-Vu$, and the ion lands at

$$u'=u\Big(1+\frac{V}{2E}\Big).$$

To this order the floor is a diverging lens. An accurately integrated orbit at $E/V=200$, starting at $x=0.15w$, shifts by $-0.000877w$; the law gives $-0.35w/400=-0.000875w$.

Ions entering within $Vw/(4E)$ of either wall strike it, a total share $V/(2E)$. A nonuniform floor needs one more step. Multiply $M''=-V(x)$ by $w-x$ and integrate by parts:

$$M'(0)=\frac1w\int_0^w(w-x)V(x)\,dx .$$

For a symmetric profile this equals $w\bar V/2$, where $\bar V$ is the mean floor potential. The wall share is then $\bar V/(2E)$, so at leading order the detailed pattern of floor potential drops out.

The law fails as $E$ approaches $V$. At $E/V=1.2$, traced orbits put 0.55 of vertical ions on the walls, where first order gives 0.42. Below $E=V$, energy conservation closes the floor completely. At $E/V=0.9$, 0.96 of the ions hit the walls and 0.04 return through the mouth. An ion that reaches the grounded layer has recovered its full entrance energy, since the potential there is zero.

**How large the effect is**

The example uses round parameters: mask and layer each 0.5 µm high, slot width 0.5 µm, electron temperature 3 eV, transverse ion temperature 0.3 eV, and ion energies from 15 to 65 eV produced by a sinusoidal sheath voltage. Solving the two current balances gives a mask at about $-4$ V and a floor at about $+37$ V. With a fresh particle sample and a smaller step, the floor receives 0.265 of the electrons and 0.270 of the ions; the mask receives 0.180 and 0.172.

The ions now divide as follows:

- 0.27 reach the floor, down from 0.89 before charging;
- 0.415 reach the lower half of the layer, up from 0.027, a factor of about 15;
- 0.13 reach the upper half of the layer and 0.17 the mask.

Ions striking the lower half of the layer carry 35 eV on average, and half of them land within about 100 nm of the floor. Ions reaching the floor arrive with 20 eV on average, having climbed 37 V. Charging therefore weakens the bombardment of the floor while it greatly increases the bombardment of the foot.

The energy threshold explains part of the loss at the floor. With $E=40+25\cos p$ eV and the phase $p$ uniform, the share of ions above 36.6 eV is $\arccos(-3.4/25)/\pi=0.54$, neglecting transverse energy. Only half of these land on the floor; the others have enough energy but miss it.

**What the negative mask contributes**

Applying the two potentials separately identifies the deflector. The floor potential alone sends 0.49 of the ions to the lower half of the layer; the mask potential alone sends 0.046. Adding the mask potential to that of the floor reduces the foot share from 0.49 to 0.415, while the share collected by the mask rises from 0.08 to 0.17.

The mask acts on the floor through the electron supply. By Liouville's theorem, the electron phase-space density at a point cannot exceed its Boltzmann value. With $\eta=\phi/T_e$ ($\phi$ in volts, $T_e$ in eV), the downward flux relative to that at the mouth is at most $e^{\eta}$ where $\eta<0$. Where $\eta>0$, the kinetic energy $k$, in units of $T_e$, must exceed $\eta$, and the limit is $(2/\sqrt\pi)\int_\eta^\infty\sqrt k\,e^{\eta-k}dk$. Averaged across the middle of the mask, the bound is 0.38; the share actually absorbed below the mask is 0.28.

A negative mask turns electrons back, but it also absorbs fewer of them. Comparison with a mask held at zero potential settles the competition for this case. The insulating mask absorbs 0.18 of the electrons instead of 0.52, a saving of 0.34, but 0.545 now return to the plasma. The supply below the mask falls from 0.48 to 0.28, and the floor must rise to 37 V instead of 27 V to achieve balance.

The foot flux hardly follows: 0.415 with the insulating mask, 0.394 with the conducting one. The higher floor potential deflects more ions, but the negative mask pulls ions outward earlier, so that some land higher, on the upper half of the layer or on the mask itself. In this example, upper-wall charging matters more for the floor potential than for the number of ions reaching the foot.

**What to do about it**

*Limit the time for which the insulating floor is exposed.* While conducting material still covers the floor and is grounded, the large positive potential is absent. The mask-only calculation, with the mask kept at its earlier potential, puts 0.046 of the ions on the lower half of the layer instead of 0.415.

*Improve the electron supply to the floor.* Halving the mask height reduces the depth to $1.5w$ and raises the field-free electron share from 0.236 to $\sqrt{3.25}-1.5=0.303$. This shows only the direction of the initial change. A better supply lowers the floor potential, but the comparison with the conducting mask warns that the foot flux falls much less.

*Do not expect a conducting mask to suffice.* Here it lowers the floor potential by about 10 V but leaves the foot flux nearly unchanged.

*Do not count on higher ion energy at a fixed floor potential.* The floor potential readjusts. If fast ions are lost only through the lens, floor balance requires $1-V/(2E)$ to equal the electron share at the floor. A small $V/E$ then requires an electron share close to one.

These numbers also depend on the grounding of the layer. It collects 0.546 of the ions but 0.011 of the electrons, so its connection must carry away the net positive current. An isolated line would charge, and its potential would become a third unknown. Real insulators also balance current point by point, which the two patches do not resolve. Nor can they hold any voltage: silicon dioxide breaks down near $10^9$ V/m, so a floor at 37 V above a grounded substrate needs an oxide thicker than about 37 nm. Where the floor meets the grounded layer, the model's field grows without limit, so a real floor potential must fall to zero there over a finite distance. Short of the corner, where few electrons arrive, local balance can hold the floor well above 37 V, up to about the highest ion energy, which asks for a thicker oxide. Finally, the calculation gives ion flux and energy at the foot; the depth of a notch also requires the etch yield and the changing shape of the wall. The numerical output lists the landing shares for each case.

## Computed values

```
slot width 0.50 um; mask height = layer height = 0.50 um
electron temperature 3.0 eV; transverse ion temperature 0.3 eV
ion energy range 15 to 65 eV
plasma density 1.0e+17 m^-3; Debye length 40.7 um
largest space-charge potential in slot 56.5 uV
Landing shares, fraction of the flux entering the mouth:
  order: floor, mask, layer foot half, layer upper half, back out
  electrons, no field: 0.235 0.586 0.068 0.111 0.000
  ions, no field: 0.893 0.053 0.027 0.027 0.000
  isotropic 40 eV ions, no field: 0.236 0.586 0.068 0.110 0.000
view formula: floor 0.2361, mask 0.5858
ion mask share, formula 0.0535
initial net current share: floor +0.658, mask -0.533
Lens law at E/V = 200 (positions in slot widths):
  x = 0.15: orbit shift -0.000877, law -0.000875
  x = 0.35: orbit shift -0.000376, law -0.000375
Vertical ions, floor charged alone: E/V, walls, floor, back out, V/(2E)
  40.0: 0.0125 0.9875 0.0000 0.0125
  5.0: 0.0995 0.9005 0.0000 0.1000
  2.0: 0.2635 0.7365 0.0000 0.2500
  1.2: 0.5523 0.4477 0.0000 0.4167
  0.9: 0.9585 0.0000 0.0415 0.5556
steady mask potential -4.3 V
steady floor potential 36.6 V
  electrons, steady state: 0.265 0.180 0.000 0.011 0.545
  ions, steady state: 0.270 0.172 0.415 0.131 0.011
foot-half ion flux, charged/uncharged 15.5
mean ion energy at foot half 34.6 eV
mean ion energy at floor 20.4 eV
median landing height at foot half 104 nm
median energy error: floor 0.002 eV, foot 0.012 eV
potential at mid-mask centre -2.23 V
electrons absorbed below mask 0.276, phase-space bound 0.381
  ions, floor potential only: 0.313 0.079 0.492 0.105 0.012
  ions, mask potential only: 0.740 0.150 0.046 0.063 0.000
steady floor potential with conducting mask 26.7 V
  electrons, conducting mask: 0.446 0.518 0.001 0.035 0.000
  ions, conducting mask: 0.447 0.070 0.394 0.079 0.010
```
